# Choosing radial grid limits from the energy cost of the walls

## Problem

An electron moves in a central, local potential \(V(r)\) that behaves as \(-Z/r\) at a point nucleus. Its radial function \(P(r)\), which is \(r\) times the radial part of the wavefunction, obeys in Hartree atomic units

\[
-\tfrac12P''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]P=EP,\qquad \int_0^\infty P^2\,dr=1,
\]

with \(P(0)=0\) and \(P\to0\) at infinity. A numerical grid covers only \(r_{\min}\le r\le r_{\max}\), and the simplest boundary conditions set the function to zero at both ends. Each end then acts as a hard wall.

(a) Show that for a hydrogenic s level, \(V=-Z/r\), the inner wall raises the energy by \(2Z^3r_{\min}/n^3\) when \(Zr_{\min}\ll1\).

(b) Show that an outer wall far beyond the classical turning point raises a level by about \(\kappa P(r_{\max})^2\), where \(\kappa=\sqrt{-2E}\), and find how good "about" is.

(c) Choose \(r_{\min}\) and \(r_{\max}\) for a model atom so that neither wall raises its 1s or 3s level by more than \(10^{-6}\) hartree.

The treatment is nonrelativistic, and the potential is held fixed when the walls are introduced. The errors of the grid spacing are a separate matter.

## Solution

### An identity for the shift

Let \(P\) and \(E\) belong to the problem without walls, and let \(u\) and \(E'\) belong to the same level with \(u(r_{\min})=u(r_{\max})=0\). Write \(W(r)\) for the whole bracket in the radial equation. Then

\[
-\tfrac12P''+WP=EP,\qquad -\tfrac12u''+Wu=E'u .
\]

Multiply the second equation by \(P\), the first by \(u\), and subtract. The terms with \(W\) cancel, because \(W\) is an ordinary function and the same in both equations:

\[
-\tfrac12\,(Pu''-uP'')=(E'-E)\,Pu .
\]

The left side is \(-\tfrac12\,(Pu'-uP')'\), since the products \(P'u'\) cancel. Integrate between the walls, where \(u=0\):

\[
(E'-E)\int_{r_{\min}}^{r_{\max}}Pu\,dr
=\tfrac12P(r_{\min})u'(r_{\min})-\tfrac12P(r_{\max})u'(r_{\max}).
\]

No approximation has been made. If \(u\) is scaled to agree with \(P\) in the region where most of the electron is found, the integral on the left is close to 1. To leading order the two walls therefore contribute separately and their shifts add.

### (a) The inner wall

Let \(a=P'(0)\). Near the nucleus an s function is \(P\approx ar\). The walled function must vanish at \(r_{\min}\) and join \(P\) further out, so \(u\approx a(r-r_{\min})\). Hence \(P(r_{\min})\approx ar_{\min}\), \(u'(r_{\min})\approx a\), and

\[
\Delta E_{\rm in}\approx\tfrac12\,P'(0)^2\,r_{\min}.
\]

This holds for an s orbital in any potential of the stated kind. What remains is the slope at the nucleus.

**The slope.** For \(l=0\) the radial equation reads \(P''=2(V-E)P\). Multiplying by \(P'\) gives

\[
\tfrac12\,(P'^2)'=(V-E)\,(P^2)' .
\]

Integrate from 0 to infinity, by parts on the right. The boundary term \((V-E)P^2\) vanishes at infinity, and at the nucleus it behaves as \(-Za^2r\to0\). This leaves \(-\tfrac12P'(0)^2=-\int V'P^2dr\), or

\[
P'(0)^2=2\int_0^\infty V'(r)\,P^2\,dr .
\]

For \(V=-Z/r\) the derivative is \(V'=Z/r^2\), so \(P'(0)^2=2Z\langle r^{-2}\rangle\).

**The mean of \(r^{-2}\).** This average follows from the way the energy depends on \(l\), if \(l\) is allowed to vary continuously. Put \(P=r^{l+1}e^{-\kappa r}\sum_kc_kr^k\) into the hydrogenic equation. Comparing powers gives

\[
(k+1)(k+2l+2)\,c_{k+1}=2\,[\kappa(k+l+1)-Z]\,c_k .
\]

The function decays at infinity if the series stops at some \(k=n_r\). This requires \(\kappa=Z/(n_r+l+1)\), whether or not \(l\) is an integer, so

\[
E=-\frac{Z^2}{2(n_r+l+1)^2},\qquad
\frac{\partial E}{\partial l}=\frac{Z^2}{(n_r+l+1)^3}=\frac{Z^2}{n^3}.
\]

Now repeat the cross-multiplication above for two values of \(l\) that differ by a small \(\delta l\), without walls. The boundary terms vanish, and the potentials differ by \((2l+1)\,\delta l/(2r^2)\). Therefore

\[
\frac{\partial E}{\partial l}=\frac{2l+1}{2}\,\langle r^{-2}\rangle .
\]

At \(l=0\) this gives \(\langle r^{-2}\rangle=2Z^2/n^3\), so \(P'(0)^2=4Z^3/n^3\) and

\[
\boxed{\;\Delta E_{\rm in}\approx\frac{2Z^3r_{\min}}{n^3}\;}
\]

The shift is linear in \(r_{\min}\), although the probability of finding the electron inside \(r_{\min}\), about \(a^2r_{\min}^3/3\), is cubic. The small probability removed is therefore no measure of the cost: the wall also lowers the function outside \(r_{\min}\), by about \(ar_{\min}\) close to the nucleus. Nor is the cost kinetic. At fixed \(r_{\min}\) the mean potential energy is \(Z\,\partial E/\partial Z\), which rises by \(6Z^3r_{\min}/n^3\), while the kinetic energy falls by \(4Z^3r_{\min}/n^3\). The electron is held away from the region where the attraction is strongest.

**The next correction.** Let \(w=P-u\), which equals \(ar_{\min}\) at the wall to leading order. Close to the nucleus \(w''\approx-2Zw/r\approx-2Zar_{\min}/r\), so \(w'\approx-2Zar_{\min}\ln(r/r_0)\), where for 1s the length \(r_0\) is of order \(1/Z\). Then \(u'=P'-w'\) gives

\[
\frac{u'(r_{\min})}{a}\approx1+2Zr_{\min}\ln(Zr_{\min})+O(Zr_{\min}).
\]

The logarithm is negative, so the boxed result is slightly too large. For \(Zr_{\min}=10^{-2}\) the logarithmic term is \(-0.092\), and the solved shift is 10.5% below the estimate. For \(10^{-4}\) the term is \(-0.0018\) and the solved shift is 0.2% below.

**Higher \(l\).** For \(l>0\) the centrifugal term dominates near the nucleus, and the two solutions there are \(r^{l+1}\) and \(r^{-l}\). With \(P\approx cr^{l+1}\), the combination that vanishes at the wall is

\[
u\approx c\left(r^{l+1}-r_{\min}^{2l+1}r^{-l}\right),\qquad
u'(r_{\min})=c\,(2l+1)\,r_{\min}^{\,l}.
\]

The identity gives \(\Delta E_{\rm in}\approx\tfrac12(2l+1)c^2r_{\min}^{2l+1}\). For hydrogen 2p, \(P=cr^2e^{-r/2}\) and \(\int r^4e^{-r}dr=24\), so \(c^2=1/24\) and the shift is \(r_{\min}^3/16\). At \(r_{\min}=10^{-3}\) bohr this is \(6.25\times10^{-11}\) hartree; the solved value is \(6.24\times10^{-11}\). The 2s level in the same box rises by \(2.46\times10^{-4}\) hartree. At small \(r_{\min}\) the s levels therefore set the inner limit.

### (b) The outer wall

Beyond the turning point define the local decay constant \(q(r)=\sqrt{2[W(r)-E]}\), which tends to \(\kappa\) as \(W\to0\). A solution \(F\) of \(F''=q^2F\) has a logarithmic derivative \(f=F'/F\) that obeys

\[
f'+f^2=q^2 .
\]

If \(q\) varies slowly, \(f\approx\pm q\). Put \(f=\pm q+f_1\) and keep the terms of first order: \(\pm q'\pm2qf_1=0\), so \(f_1=-q'/(2q)\) for both signs. The growing solution \(G\) and the decaying solution \(P\) thus have

\[
\frac{G'}{G}\approx q-\frac{q'}{2q},\qquad \frac{P'}{P}\approx-q-\frac{q'}{2q}.
\]

Near the wall the small change of energy can be neglected in the equation for \(u\), and the combination that vanishes at \(r_{\max}\) is

\[
u(r)\approx P(r)-P(r_{\max})\,\frac{G(r)}{G(r_{\max})}.
\]

The added part falls off inwards, so \(u\) agrees with \(P\) in the interior up to terms that are small with \(P(r_{\max})^2\). At the wall

\[
u'(r_{\max})\approx P(r_{\max})\left[\frac{P'}{P}-\frac{G'}{G}\right]_{r_{\max}}=-2q\,P(r_{\max}).
\]

The term \(q'/(2q)\) has cancelled. The wall roughly doubles the slope of the tail: about half belongs to the natural decay and about half to the growing part that brings the function to zero. The identity now gives

\[
\boxed{\;\Delta E_{\rm out}\approx q(r_{\max})\,P(r_{\max})^2\;\longrightarrow\;\kappa P(r_{\max})^2\;}
\]

where the arrow refers to a distant wall. For an s level with the tail \(V=-1/r\), the ratio of the two forms is

\[
\frac q\kappa=\sqrt{1-\frac{2}{\kappa^2r_{\max}}}\approx1-\frac1{\kappa^2r_{\max}} .
\]

For this attractive tail \(q<\kappa\), so the simple form \(\kappa P^2\) overestimates the shift, which is the safe side when a grid is chosen. The sign reverses wherever \(W(r_{\max})>0\), as for \(l>0\) in a short-range potential or for the repulsive tail of an anion. There \(q>\kappa\) and \(qP^2\) should be used: for the 2p level of \(V=-5e^{-r}/r\) with the wall at 10 bohr, the shift is 5% above \(\kappa P^2\). It approaches the true value slowly, as \(1/r_{\max}\), while the shift itself falls exponentially. For hydrogen 3s with \(r_{\max}=40\) bohr, \(\kappa=1/3\) and \(q/\kappa=\sqrt{1-18/40}=0.742\); the solved ratio is 0.739.

The derivation of both forms fails when the wall approaches the turning point, where \(q=0\) and the assumption of slow variation breaks down. For this tail the turning point is at \(2/\kappa^2\), which is 18 bohr for hydrogen 3s.

The shift also has a reading in terms of lost probability. With a constant \(\kappa\), the unwalled electron is found beyond \(r_{\max}\) with probability \(p\approx P(r_{\max})^2/(2\kappa)\), so \(\Delta E_{\rm out}\approx2\kappa^2p=4|E|p\). In a Coulomb tail this is only a rough guide. There \(p\approx P(r_{\max})^2/(2q)\) while the shift is \(qP(r_{\max})^2\), so \(4|E|p\) is too large by a factor of about \(\kappa^2/q^2\). For hydrogen 3s at 40 bohr this factor is \(1/0.55\approx1.8\).

### A table of cases for hydrogen

The solved shifts come from the zeros of the Coulomb functions and do not use the estimates. The column "simple" is \(2r_{\min}/n^3\) or \(\kappa P^2\). The last two columns are the solved shift divided by the simple estimate and by \(qP^2\).

| Level and wall (bohr) | Solved (hartree) | Simple (hartree) | Ratio | Ratio to \(qP^2\) |
|---|---|---|---|---|
| 1s, \(r_{\min}=10^{-2}\) | \(1.789\times10^{-2}\) | \(2.000\times10^{-2}\) | 0.895 | – |
| 1s, \(r_{\min}=10^{-4}\) | \(1.996\times10^{-4}\) | \(2.000\times10^{-4}\) | 0.998 | – |
| 2s, \(r_{\min}=10^{-3}\) | \(2.464\times10^{-4}\) | \(2.500\times10^{-4}\) | 0.986 | – |
| 1s, \(r_{\max}=10\) | \(7.37\times10^{-7}\) | \(8.24\times10^{-7}\) | 0.894 | 0.999 |
| 3s, \(r_{\max}=40\) | \(1.32\times10^{-6}\) | \(1.79\times10^{-6}\) | 0.739 | 0.997 |
| 3s, \(r_{\max}=80\) | \(3.40\times10^{-16}\) | \(3.87\times10^{-16}\) | 0.880 | 1.000 |

The fourth row can be checked by hand. For hydrogen 1s, \(P=2re^{-r}\) and \(\kappa=1\), so \(\kappa P^2=4\times100\times e^{-20}=8.24\times10^{-7}\) hartree. The 3s level needs a wall about four times as far out for a comparable shift, because its tail decays three times more slowly and carries a higher power of \(r\).

### (c) Limits for a model atom

Take the screened potential

\[
V(r)=-\frac{1+(Z-1)e^{-\alpha r}}{r},\qquad Z=11,\quad\alpha=2\ \text{bohr}^{-1}.
\]

Close in, the electron sees the full nuclear charge; far out it sees a single charge, as does an outer electron of a neutral atom. The parameters are round numbers and represent no particular element. The model has no exchange and no self-consistency. The tolerance is \(T=10^{-6}\) hartree, or \(2.72\times10^{-5}\) eV, for each wall.

**Inner limit.** Of the hydrogenic s levels, 1s has the largest shift, because of the factor \(1/n^3\). Use it with the bare nuclear charge:

\[
r_{\min}=\frac{T}{2Z^3}=\frac{10^{-6}}{2\times1331}=3.76\times10^{-10}\ \text{bohr}.
\]

In the screened potential the squared slope of 1s is \(5125\ \text{bohr}^{-3}\), which is 4% below the bare value \(4Z^3=5324\ \text{bohr}^{-3}\). For 3s it is \(14.2\ \text{bohr}^{-3}\), against a bare value of \(197\ \text{bohr}^{-3}\). In this model the bare-charge rule is thus safe for both levels: close for 1s, and far too strict for 3s.

**Outer limit.** Of the two levels, 3s is the more weakly bound and reaches further out. Without walls its energy is \(-0.22331\) hartree, so

\[
\kappa=\sqrt{2\times0.22331}=0.6683\ \text{bohr}^{-1}.
\]

The tail of \(P\) is taken from a first solution on a generous range. The condition \(\kappa P(r_{\max})^2=T\) is met at \(r_{\max}=16.18\) bohr, where \(P=1.223\times10^{-3}\ \text{bohr}^{-1/2}\):

\[
0.6683\times(1.223\times10^{-3})^2=1.00\times10^{-6}\ \text{hartree}.
\]

The turning point of 3s is at \(2/\kappa^2=4.5\) bohr, so the wall stands well beyond it.

**Check with the walls in place.** The predicted shift of 1s is

\[
\tfrac12\times5125\times3.757\times10^{-10}=9.63\times10^{-7}\ \text{hartree},
\]

and solving the walled problem gives \(9.63\times10^{-7}\) hartree. For this level the outer wall was put nearer, at about \(30/\kappa_{1s}=3.2\) bohr. There the factor \(e^{-2\kappa_{1s}r}=e^{-60}\approx10^{-26}\) still makes its effect negligible.

For 3s the local decay constant at the wall is

\[
q=\sqrt{0.4466-2/16.18}=0.568\ \text{bohr}^{-1},
\]

so \(qP^2=8.50\times10^{-7}\) hartree. The inner wall adds \(\tfrac12\times14.19\times3.757\times10^{-10}=2.7\times10^{-9}\) hartree. The sum is \(8.53\times10^{-7}\) hartree, and the solved shift is \(8.52\times10^{-7}\) hartree. Both levels stay within the tolerance.

**What a tighter tolerance costs.** From the logarithmic derivative of \(P\), \(P^2\propto q^{-1}\exp(-2\int q\,dr)\), so the outer shift \(qP^2\) falls as \(\exp(-2\int q\,dr)\). A tenfold smaller shift needs about \(\ln10/(2q)=2.303/1.137\approx2.0\) bohr more. At the inner end it needs a tenfold smaller \(r_{\min}\). On a grid uniform in \(\ln r\), whose length here is \(\ln(r_{\max}/r_{\min})=24.5\), this adds 2.3 to the length. A grid uniform in \(r\) can instead start at \(r=0\), where \(P(0)=0\) is exact, and then has no inner shift. A logarithmic grid cannot reach \(r=0\), but a better inner condition lets it start much further out.

### Removing the inner shift

The inner shift comes from the condition \(u(r_{\min})=0\), and not from starting the grid at \(r_{\min}\). Near the nucleus let \(V=-Z/r+V_0+\dots\) and \(P=a(r+c_2r^2+c_3r^3+\dots)\). Comparing powers in \(P''=2(V-E)P\) gives

\[
2c_2=-2Z,\qquad 6c_3=-2Zc_2+2(V_0-E),
\]

so \(c_2=-Z\) and \(c_3=(Z^2+V_0-E)/3\). Suppose the integration starts at \(r_{\min}\) with the value and slope of \(r-Zr^2\). The first neglected term is \(c_3r^3\), so \(\ln(u/P)\approx-c_3r^2\) and the logarithmic derivative is wrong by \(-2c_3r_{\min}\). Since \(u\) no longer vanishes at the start, the boundary term of the identity is

\[
\tfrac12(Pu'-uP')=\tfrac12Pu\left(\frac{u'}u-\frac{P'}P\right)
\approx-a^2c_3r_{\min}^3 .
\]

For hydrogenic 1s, \(V_0=0\), \(E=-Z^2/2\), \(c_3=Z^2/2\) and \(a^2=4Z^3\), so the shift is \(-2Z^5r_{\min}^3\). It is negative because \(c_3>0\); a wall, by contrast, can only raise a level. With \(Z=11\) and \(r_{\min}=10^{-3}\) bohr the formula gives \(-3.22\times10^{-4}\) hartree and the solved value is \(-3.19\times10^{-4}\) hartree. The estimate for a wall at the same place is 2.66 hartree. Halving \(r_{\min}\) reduces the solved shift by a factor of 8.0, as a cubic law requires.

In the model atom \(V_0=(Z-1)\alpha=20\) hartree and the 1s energy is \(-42.96\) hartree, so \(c_3=(121+20+42.96)/3=61.3\ \text{bohr}^{-2}\). The tolerance is then met, by this estimate, at

\[
r_{\min}=\left(\frac{10^{-6}}{5125\times61.3}\right)^{1/3}\approx1.47\times10^{-4}\ \text{bohr}.
\]

At this start the solved 1s shift is \(-9.97\times10^{-7}\) hartree; because the law is cubic, rounding up to \(1.5\times10^{-4}\) bohr already gives \(-1.06\times10^{-6}\) hartree. The logarithmic grid shrinks from a length of 24.5 to about 11.6, less than half, with the same spacing and the same outer limit.

### Where the choice of limits applies

The tolerance refers to single levels in a fixed local potential, and it measures convergence to the nonrelativistic point-nucleus model, not to a real atom. For \(Z=11\) a uniformly charged nucleus has a radius of about \(7\times10^{-5}\) bohr, far larger than the hard-wall \(r_{\min}\) found above. Its finite size raises the 1s level of the model by about \(3\times10^{-5}\) hartree, and relativity lowers it by about 0.1 hartree. In a self-consistent calculation the walls also change the orbitals that generate the potential, and a nonlocal exchange term cancels in the identity only up to an integral over the regions cut off by the walls. In both cases the limits found here are starting values, to be confirmed by moving each wall and watching the energies. A level more weakly bound than 3s, such as an excited state, needs its own \(r_{\max}\), found from its own \(\kappa\) and tail.

The numerical output below lists the solved shifts used here, with further wall positions for hydrogen.

## Computed values

```
Inner wall, hydrogen 1s: r_min (bohr), exact shift (hartree),
  exact shift / (2 Z^3 r_min / n^3)
  1e-02  1.78932e-02  0.89466
  1e-03  1.96795e-03  0.98397
  1e-04  1.99583e-04  0.99792
  1e-05  1.99949e-05  0.99975
Hydrogen, r_min = 1e-03 bohr: exact 2s shift 2.4639e-04 hartree
  exact 2p shift 6.2406e-11 hartree, r_min^3/16 = 6.2500e-11 hartree
Outer wall, hydrogen: n, r_max (bohr), exact shift (hartree),
  exact/(kappa P^2), exact/(q P^2)
  1  10  7.3672e-07  0.8936  0.9990
  1  20  6.4480e-15  0.9486  0.9999
  3  40  1.3208e-06  0.7392  0.9967
  3  80  3.4045e-16  0.8802  0.9998
Regular start, hydrogenic 1s, Z = 11: r_min (bohr), shift (hartree),
  -2 Z^5 r_min^3 (hartree), wall estimate 2 Z^3 r_min (hartree)
  1e-03  -3.186e-04  -3.221e-04  2.662e+00
  5e-04  -4.004e-05  -4.026e-05  1.331e+00
Model atom: Z = 11, alpha = 2.0 per bohr, tolerance = 1e-06 hartree
Unwalled 1s energy = -42.956180 hartree
Unwalled 3s energy = -0.223311 hartree
kappa of 3s = 0.66830 per bohr
1s: P'(0)^2 = 5124.80 bohr^-3, 4Z^3 = 5324 bohr^-3
3s: P'(0)^2 = 14.186 bohr^-3, 4Z^3/27 = 197.19 bohr^-3
Chosen r_min = 3.7566e-10 bohr
Chosen r_max = 16.177 bohr
P_3s(r_max) = 1.2232e-03 bohr^-1/2
q at r_max = 0.56832 per bohr
ln(r_max/r_min) = 24.49
1s shift: solved 9.626e-07, P'(0)^2 r_min/2 = 9.626e-07 hartree
3s shift: solved 8.518e-07 hartree
  estimates: outer q P^2 = 8.504e-07, inner = 2.665e-09 hartree
Tolerance in eV = 2.721e-05 eV
```
